# Germanium Donor 1s Levels under [111] Stress

A group-V donor in germanium binds its extra electron at low temperature. The conduction band has four equivalent minima, at the L points of the Brillouin zone, so the lowest bound state comes in four versions, one per valley. The donor's central cell couples them and splits the four into a singlet and a triplet. Stress along [111] changes the energy of one valley relative to the other three and so competes with this coupling. The question is where the four levels go, and which of them stay degenerate.

## Setting and result

The valley axes are

$$n_1=\tfrac{1}{\sqrt3}(1,1,1),\quad n_2=\tfrac{1}{\sqrt3}(1,-1,-1),\quad n_3=\tfrac{1}{\sqrt3}(-1,1,-1),\quad n_4=\tfrac{1}{\sqrt3}(-1,-1,1).$$

The points L and $-$L differ by a reciprocal lattice vector, so there are four valleys and not eight. Let $|i\rangle$ be the 1s state of valley $i$: a slowly varying envelope times the Bloch function of that minimum. Spin doubles every level and is otherwise left out.

The assumptions are these.

1. The donor is substitutional, with tetrahedral symmetry $T_d$ at zero stress. The state $|1\rangle$ is unchanged by the operations that keep the axis $n_1$ fixed.
2. Each valley contributes one state, and the four states are orthonormal. Excited envelopes are left out.
3. The stress $T$ is uniaxial, exactly along [111], with $T>0$ for tension. Strain is linear in stress.
4. Stress shifts the valley energies but changes neither the coupling between valleys nor the binding energy of an envelope to its own valley.

**Theorem.** Let $-\Delta$, with $\Delta>0$, be the matrix element between any two valleys, and let

$$\delta=\frac{\Xi_u T}{9C_{44}},$$

where $\Xi_u$ is the shear deformation potential and $C_{44}$ the shear stiffness. Measured from their centre of gravity $E_0$, the four levels are a doublet and two singlets:

$$E_d=\Delta-\delta,\qquad E_\pm=\delta-\Delta\pm2R,\qquad R=\sqrt{\delta^2+\delta\Delta+\Delta^2}.$$

The doublet has no weight on valley 1 and keeps a constant distance from the band edge of valleys 2 to 4.

The proof needs the form of the coupling and the valley shifts.

## Lemma 1: one coupling constant

*At zero stress the matrix has equal diagonal elements and equal, real off-diagonal elements.*

*Proof.* The operations of $T_d$ permute the four axes $n_i$. The reflection that exchanges $x$ and $y$, for instance, exchanges $n_2$ and $n_3$ and leaves $n_1$ and $n_4$ alone. The six reflections of this kind exchange the six pairs of axes, and pair exchanges generate all 24 permutations.

The phases of the states must be fixed next. Define $|i\rangle=g|1\rangle$, where $g$ is any operation that carries $n_1$ to $n_i$. Two such operations differ by one that keeps $n_1$ fixed, and by assumption 1 this leaves $|1\rangle$ unchanged. The definition is therefore unambiguous, and every operation permutes the states without extra signs.

The Hamiltonian commutes with all operations, so $H_{ij}=H_{g(i)g(j)}$. Any valley can be carried into any other, which makes all $H_{ii}$ equal. Any ordered pair can be carried into any other ordered pair, which makes all $H_{ij}$ with $i\neq j$ equal. In particular $H_{ij}=H_{ji}$, while hermiticity gives $H_{ji}=H_{ij}^*$, so the element is real. $\square$

Call the diagonal element $E_0$ and the off-diagonal element $-\Delta$. With $J$ the $4\times4$ matrix of ones and $I$ the unit matrix,

$$H(T=0)=E_0I-\Delta(J-I).$$

On the symmetric vector $(1,1,1,1)/2$ the matrix $J$ gives 4, so the energy is $E_0-3\Delta$. On any vector whose components sum to zero $J$ gives 0, so the energy is $E_0+\Delta$. There are three such independent vectors. The zero-stress splitting is thus $4\Delta$. Symmetry does not fix the sign of $\Delta$. The positive sign, which puts the singlet lowest, expresses an attractive central cell.

## Lemma 2: valley shifts

*Apart from a common shift, stress moves valley 1 by $3\delta$ and each of the other valleys by $-\delta$.*

*Proof.* A stress $T$ along [111] has the tensor $\sigma_{ij}=T/3$ for all $i,j$, because it is $T$ times the product of two components $1/\sqrt3$. Hooke's law for a cubic crystal gives for the diagonal part

$$\frac T3=(C_{11}+2C_{12})\,e_{xx},\qquad \operatorname{tr}e=3e_{xx}=\frac{T}{C_{11}+2C_{12}},$$

and for the shear part, where $e_{xy}$ is the tensor component (half the engineering shear),

$$\frac T3=2C_{44}\,e_{xy},\qquad e_{xy}=\frac{T}{6C_{44}}.$$

By symmetry $e_{xy}=e_{yz}=e_{zx}$. The edge of valley $i$ moves by

$$\Xi_d\operatorname{tr}e+\Xi_u\,n_i\cdot e\cdot n_i .$$

The diagonal strains contribute $\operatorname{tr}e/3$ to $n_i\cdot e\cdot n_i$ for every valley. Each off-diagonal pair contributes $2e_{xy}$ times a product of two components of $n_i$. For $n_1$ all three products are $+\tfrac13$, with sum 1. For $n_2$ they are $-\tfrac13,-\tfrac13,+\tfrac13$, with sum $-\tfrac13$, and $n_3$ and $n_4$ give the same sum. Hence

$$n_1\cdot e\cdot n_1=\tfrac13\operatorname{tr}e+2e_{xy},\qquad n_j\cdot e\cdot n_j=\tfrac13\operatorname{tr}e-\tfrac23e_{xy}\quad(j=2,3,4).$$

The shear terms add to zero over the four valleys. The mean shift is therefore $(\Xi_d+\Xi_u/3)\operatorname{tr}e$, the same for all. The remaining shifts are $2\Xi_ue_{xy}$ and $-\tfrac23\Xi_ue_{xy}$. Since $\tfrac23\Xi_ue_{xy}=\Xi_uT/(9C_{44})=\delta$, they equal $3\delta$ and $-\delta$. $\square$

By assumption 4 the common shift moves $E_0$ together with the mean band edge. It changes no level spacing and no ionization energy. For $\Xi_u>0$, compression ($\delta<0$) lowers valley 1 and tension lowers the other three.

## Proof of the theorem

Measured from $E_0$, the matrix is

$$H=\begin{pmatrix}3\delta&-\Delta&-\Delta&-\Delta\\-\Delta&-\delta&-\Delta&-\Delta\\-\Delta&-\Delta&-\delta&-\Delta\\-\Delta&-\Delta&-\Delta&-\delta\end{pmatrix}.$$

Its trace is zero, so the centre of gravity of the levels stays at $E_0$.

**The doublet.** Take a vector $(0,c_2,c_3,c_4)$ with $c_2+c_3+c_4=0$. The first row gives $-\Delta(c_2+c_3+c_4)=0$. The second row gives

$$-\delta c_2-\Delta(c_3+c_4)=-\delta c_2+\Delta c_2=(\Delta-\delta)c_2,$$

and the other rows follow by relabelling. The vector is an eigenvector with energy $\Delta-\delta$. Two independent choices are $(0,1,-1,0)$ and $(0,1,1,-2)$, so the level is double. The edge of valleys 2 to 4 moves by $-\delta$ as well, and the distance between level and edge is constant.

**The block.** What remains is spanned by $|1\rangle$ and the symmetric combination

$$|s\rangle=\tfrac{1}{\sqrt3}\left(|2\rangle+|3\rangle+|4\rangle\right).$$

The coupling is $\langle1|H|s\rangle=3(-\Delta)/\sqrt3=-\sqrt3\,\Delta$. The diagonal element $\langle s|H|s\rangle$ is $\tfrac13$ of the sum of nine elements, three equal to $-\delta$ and six equal to $-\Delta$, which is $-\delta-2\Delta$. The block is

$$\begin{pmatrix}3\delta&-\sqrt3\,\Delta\\-\sqrt3\,\Delta&-\delta-2\Delta\end{pmatrix}.$$

Half the sum of the diagonal elements is $\delta-\Delta$, and half their difference is $2\delta+\Delta$. The eigenvalues of a symmetric two-by-two matrix are the half sum plus or minus the root of the squared half difference plus the squared coupling:

$$E_\pm=\delta-\Delta\pm\sqrt{(2\delta+\Delta)^2+3\Delta^2}.$$

Under the root stands $4\delta^2+4\delta\Delta+4\Delta^2=4R^2$, which gives the stated form. $\square$

## Valley weight and order of the levels

Let $w$ be the weight of the lower singlet on valley 1. In a two-by-two problem the lower state has weight $\tfrac12(1-h/\rho)$ on the first basis state, where $h$ is the half difference and $\rho$ the root. Here

$$w=\frac12\left(1-\frac{2\delta+\Delta}{2R}\right).$$

At zero stress $w=\tfrac14$, as it must be for four equal valleys. The upper singlet has weight $1-w$.

The slope of a non-degenerate level is the expectation value of $\partial H/\partial\delta=\operatorname{diag}(3,-1,-1,-1)$. This gives

$$\frac{dE_-}{d\delta}=3w-(1-w)=4w-1,\qquad\frac{dE_+}{d\delta}=3-4w.$$

**Corollary 1.** *The singlets are closest at $\delta=-\Delta/2$, with gap $2\sqrt3\,\Delta$. The upper singlet meets the doublet at zero stress and nowhere else.*

*Proof.* The singlet gap is $4R$, and $R^2=(\delta+\Delta/2)^2+\tfrac34\Delta^2$ is smallest at $\delta=-\Delta/2$, where $R=\tfrac{\sqrt3}{2}\Delta$. There the block has equal diagonal elements and $w=\tfrac12$. For the second claim write $E_+-E_d=2[R-(\Delta-\delta)]$. If $\delta\ge\Delta$, this is positive. If $\delta<\Delta$, both terms in the bracket are positive and its sign is that of

$$R^2-(\Delta-\delta)^2=3\delta\Delta .$$

The upper singlet thus lies above the doublet in tension and below it in compression. $\square$

The upper singlet also has a minimum, where its slope vanishes, at $w=\tfrac34$. This requires $(2\delta+\Delta)/(2R)=-\tfrac12$, so $2\delta+\Delta=-R$. Squaring, with $x=\delta+\Delta/2$, gives $4x^2=x^2+\tfrac34\Delta^2$, so $x=-\Delta/2$ and $\delta=-\Delta$. There $R=\Delta$ and $E_+=0$. The level falls at first under compression because it still has much weight on valley 1. It rises once more than three quarters of its weight is on the other three.

## Weak and strong stress

For $|\delta|\ll\Delta$ put $s=\delta/\Delta$. From $\sqrt{1+y}=1+y/2-y^2/8+\dots$ with $y=s+s^2$,

$$R=\Delta\left(1+\frac s2+\frac{3s^2}{8}+\dots\right).$$

The singlets become

$$E_-=-3\Delta-\frac{3\delta^2}{4\Delta}+\dots,\qquad E_+=\Delta+2\delta+\frac{3\delta^2}{4\Delta}+\dots$$

The ground level has no linear term, since it samples all valleys equally and their shifts add to zero. The triplet splits linearly, with slopes $2,-1,-1$.

For strong compression put $\delta=-D$ with $D\gg\Delta$. The same expansion, now with $y=-\Delta/D+\Delta^2/D^2$, gives $R=D-\Delta/2+3\Delta^2/(8D)+\dots$, so

$$E_-=-3D-\frac{3\Delta^2}{4D}+\dots,\qquad E_+=D-2\Delta+\frac{3\Delta^2}{4D}+\dots$$

The ground state settles in valley 1. The correction is the second-order repulsion $(\sqrt3\Delta)^2/(4D)$ from $|s\rangle$. The other three levels follow valleys 2 to 4, with the upper singlet $3\Delta$ below the doublet.

For strong tension $R=\delta+\Delta/2+3\Delta^2/(8\delta)+\dots$, hence

$$E_-=-\delta-2\Delta-\frac{3\Delta^2}{4\delta}+\dots,\qquad E_+=3\delta+\frac{3\Delta^2}{4\delta}+\dots$$

Now the ground state is the symmetric state of three valleys.

**Corollary 2.** *The ionization energy is largest at zero stress. In this model it falls by $3\Delta$ in the limit of strong compression and by $\Delta$ in that of strong tension.*

*Proof.* The ionization energy $W$ is the lowest band edge minus the ground level. The lowest edge is $3\delta$ in compression and $-\delta$ in tension, so

$$W=-E_0+\Delta+2R-2|\delta|,$$

where $E_0$ is now measured from the mean band edge. Its slopes in $\delta$ are $3-(4w-1)=4(1-w)>0$ in compression and $-1-(4w-1)=-4w<0$ in tension. At zero stress $W=-E_0+3\Delta$. The expansions of $R$ give the limits $-E_0$ and $-E_0+2\Delta$. $\square$

## The binding scale

The level spacings do not need $E_0$, but ionization energies do. Suppose the central-cell potential acts only at the donor site. It then contributes $-\Delta J$, including the diagonal, and has no effect on the triplet. The triplet energy is then the effective-mass energy $\varepsilon$ of one valley, and $E_0=\varepsilon-\Delta$.

To estimate $\varepsilon$, take the valley axis as $z$, transverse and longitudinal masses $m_t$ and $m_l$, dielectric constant $\kappa$, and the trial envelope

$$F\propto\exp\left(-\sqrt{(x^2+y^2)/a^2+z^2/b^2}\right),\qquad a>b.$$

In the scaled coordinates $x/a,\,y/a,\,z/b$ this is $e^{-\rho}$. Its squared gradient equals its own square, one third for each direction. In atomic units the kinetic energy is therefore $\tfrac16\left(2/(m_ta^2)+1/(m_lb^2)\right)$. For the potential, $\langle1/\rho\rangle=1$, and the angular average with $u=\cos\theta$ and $q^2=a^2-b^2$ is

$$\int_0^1\frac{du}{\sqrt{a^2-q^2u^2}}=\frac{\arcsin(q/a)}{q}.$$

The energy to be minimized is

$$\varepsilon(a,b)=\frac16\left(\frac{2}{m_ta^2}+\frac1{m_lb^2}\right)-\frac{\arcsin(q/a)}{\kappa q}.$$

With the rough values $m_t=0.082$, $m_l=1.6$ and $\kappa=16$, the minimum is $-9.07$ meV at $a=64$ Å and $b=23$ Å. This is an upper bound to the ground energy of that effective-mass problem. A spherical trial function gives $-6.37$ meV, so the mass anisotropy cannot be averaged away.

## Example: phosphorus at 20 MPa compression

Take $4\Delta=2.8$ meV, $\Xi_u=16$ eV and $C_{44}=67$ GPa, rough values for phosphorus in germanium. With $T=-20$ MPa,

$$\delta=\frac{16000\times(-20)}{9\times67000}\ \text{meV}=-0.531\ \text{meV}.$$

Valley 1 moves by $-1.592$ meV and the others by $+0.531$ meV. Next,

$$R=\sqrt{0.282-0.371+0.490}\ \text{meV}=0.633\ \text{meV}.$$

The half sum is $\delta-\Delta=-1.231$ meV and $2R=1.265$ meV, so

- lower singlet: $-2.496$ meV ($-0.002496$ eV)
- upper singlet: $0.034$ meV ($0.000034$ eV)
- doublet: $0.700+0.531=1.231$ meV ($0.001231$ eV).

As a test, the strain was found from the full stiffness matrix and the four-by-four matrix was diagonalized for this stress. The levels agree with the formulas to within $10^{-4}$ meV. The third decimals serve to follow the arithmetic; the rough inputs do not support them as predictions.

The ground state has weight 0.64 on valley 1, against 0.25 without stress. The closest approach of the singlets, 2.42 meV, lies at $-13.2$ MPa. The minimum of the upper singlet, at $\delta=-\Delta$, lies at twice that stress. This explains why the tabulated level drops from 0.70 meV at zero stress to 0.03 meV at $-20$ MPa and is back at 0.11 meV at $-40$ MPa.

The ionization energy at zero stress is $9.07+2.80=11.87$ meV. At $-20$ MPa, $E_0=-9.769$ meV and the lowest edge is $-1.592$ meV, so $W=-1.592+9.769+2.496=10.673$ meV. The decrease is 1.20 meV, of the 2.1 meV that strong compression would remove.

## Where the model fails

**Upper levels and the continuum.** Under compression the doublet rises towards the edge of valley 1. It reaches that edge when $E_0+\Delta-\delta=3\delta$, that is, when $4\delta=\varepsilon$. Here this happens at $-85$ MPa. Beyond it the doublet lies among the band states of valley 1 and is no longer a separate bound level if any coupling to them exists. Excited levels of valley 1 are met earlier. A hydrogenic level at $\varepsilon/4$ would be reached at three quarters of this stress, about $-64$ MPa. The mass anisotropy, however, binds the first excited level (2p$_0$, with its node across the valley axis) more deeply, at about $-4.4$ meV for the masses used here, and the doublet meets it already near $-44$ MPa. In tension it is the upper singlet that rises: it meets 2p$_0$ of valleys 2 to 4 near $+48$ MPa and their band edge near $+91$ MPa, so the strong-tension form of $E_+$ does not describe a bound level.

**Excited envelopes.** Their effect was sized by adding a 2s state in each valley, with energy $\varepsilon/4$ and hydrogenic amplitude $1/\sqrt8$ at the donor relative to 1s. The contact strength was refitted to the same zero-stress splitting. At $-20$ MPa the lower singlet moves by $0.003$ meV and the upper by $-0.005$ meV. These are orders of magnitude only. With seven excited even envelopes of the anisotropic problem in each valley, in place of the one hydrogenic state, the shifts are about $0.005$ and $-0.010$ meV. Most of the effect comes from the continuum: with all even states of each valley the shifts converge to $0.018$ and $-0.027$ meV, which is nearly the size of the upper singlet's $0.034$ meV. The strong-compression limit $3\Delta=2.1$ meV of Corollary 2 also belongs to the four-state model only. With all envelopes the ionization energy falls by 1.99 instead of 1.91 meV at $-85$ MPa and by 2.15 meV at $-200$ MPa, and it keeps falling slowly beyond. The doublet does not move, because its valley amplitudes sum to zero at the donor.

**Symmetry and constant coupling.** Stress leaves only the operations that keep [111] fixed. They permit the coupling between valley 1 and the others to differ from that among the others. The doublet stays degenerate even then, with energy $H_{22}-H_{23}$. Its constant distance from the band edge, however, depends on assumption 4. A crude measure of the strain-induced mass change is the valley splitting $4|\delta|$ divided by an L-point gap of about 2 eV, times $|\varepsilon|$. It gives 0.01 meV. The stress dependence of $\Delta$ itself is not sized here, nor is spin-orbit splitting.

**The real case.** The measured ionization energy of phosphorus in germanium is roughly 13 meV. The model's 11.9 meV is of the right size but low. The variational bound errs in this direction, but only by about 0.05 meV: a large basis gives $\varepsilon=-9.12$ meV for the same masses and dielectric constant. The dielectric constant matters more, because $\varepsilon$ scales as $1/\kappa^2$. With $\kappa=15.4$ instead of 16 the ionization energy would be about 12.6 meV. Assumption 3 requires exact alignment of the stress: at $-20$ MPa a tilt of 2 degrees towards [001] splits the doublet by 0.05 meV, about 2% of the zero-stress splitting. At a donor density $n=10^{15}$ cm$^{-3}$ the length $n^{-1/3}$ is 1000 Å, and the hydrogenic hopping estimate $2|\varepsilon|(1+r/a)e^{-r/a}$ over that distance gives $5\times10^{-5}$ meV. Randomly placed donors, however, have their nearest neighbour at about 550 Å on average, where the same estimate gives 0.03 meV. The estimate depends exponentially on distance, and for about one donor in six it exceeds 0.5 meV. It uses the long radius $a$ in every direction and so runs high. With the scaled distance of each anisotropic envelope in place of $r/a$, averaged with the valley weights and without Bloch phases, the median is about 0.004 meV and about one donor in fifteen exceeds 0.5 meV. For a typical donor the hopping is thus small against the level spacings. The isolated-donor model does not describe these close pairs. At 4.2 K, $kT=0.36$ meV, and 99.9% of the electrons within the 1s group occupy the lowest level at this stress. The numerical output lists the levels from $-40$ to $+40$ MPa with all other inputs held fixed.

## Computed values

```
INPUTS (rough, phosphorus in germanium)
valley-orbit coupling Delta: 0.70 meV
zero-stress splitting 4 Delta: 2.80 meV
Xi_u: 16.0 eV
C11, C12, C44: 130, 48, 67 GPa
masses long, trans: 1.60, 0.082 electron masses
dielectric constant: 16.0
stress: -20.0 MPa; temperature: 4.2 K
EXAMPLE (levels from their centre of gravity)
shear strain e_xy: -4.975e-05
delta: -0.5307 meV
valley 1 shift: -1.5920 meV
valleys 2-4 shift: 0.5307 meV
root R: 0.6326 meV
lower singlet: -2.4958 meV = -0.0024958 eV
upper singlet: 0.0345 meV = 0.0000345 eV
doublet: 1.2307 meV = 0.0012307 eV
gap lower to upper singlet: 2.5303 meV
gap lower singlet to doublet: 3.7265 meV
ground-state weight on valley 1: 0.6428
closest singlets at stress: -13.19 MPa
closest singlet gap: 2.4249 meV
TABLE: MPa, lower, upper, doublet (meV), valley-1 weight
 -40  -3.6306   0.1079   1.7614  0.8806
 -20  -2.4958   0.0345   1.2307  0.6428
 -10  -2.1895   0.2589   0.9653  0.4308
   0  -2.1000   0.7000   0.7000  0.2500
  10  -2.1623   1.2929   0.4347  0.1438
  20  -2.3076   1.9690   0.1693  0.0881
  40  -2.7107   3.4335  -0.3614  0.0406
BINDING SCALE (variational)
envelope radii a, b: 64.1, 22.7 angstrom
anisotropic 1s energy: -9.069 meV
spherical-trial 1s energy: -6.374 meV
ionization energy, no stress: 11.869 meV
ionization energy, example: 10.673 meV
NEGLECTED EFFECTS
2s mixing, lower singlet: 0.0026 meV
2s mixing, upper singlet: -0.0049 meV
doublet split at 2 deg tilt: 0.0519 meV
L-point gap used for mass change: 2.0 eV
strain mass change, energy scale: 0.0096 meV
donor density: 1.0e+15 cm^-3
donor spacing: 1000 angstrom
donor hopping scale: 5.1e-05 meV
thermal energy kT: 0.3619 meV
ground share of 1s, no stress: 0.99869
ground share of 1s, example: 0.99901
doublet enters continuum at: -85.4 MPa
```
